# The Breit–Rabi levels of ground-state hydrogen: test program

```python
# Breit-Rabi levels of the hydrogen 1s state in a magnetic field B along z.
# H = A I.S + a B S_z - b B I_z, a = g_e mu_B, b = g_p mu_N, x = (a+b)B/A.
# Result under test:
#   d: A/4 + (a-b)B/2           c: -A/4 + (A/2) sqrt(1+x^2)
#   b: A/4 - (a-b)B/2           a: -A/4 - (A/2) sqrt(1+x^2)
# All energies are divided by Planck's constant and given in MHz; B in tesla.
import numpy as np
from scipy.constants import physical_constants as pc, h, mu_0, e, m_e, pi
from scipy.optimize import brentq

# Field at the proton from the spin magnetisation of a 1s electron,
# by Biot-Savart quadrature; lengths in Bohr radii, unit moment, mu_0 = 1.
u, wu = np.polynomial.laguerre.laggauss(12)
cosines, wc = np.polynomial.legendre.leggauss(6)
angles = np.arange(8) * 2 * pi / 8
R, C, P = np.meshgrid(u / 2, cosines, angles, indexing="ij")
sine = np.sqrt(1 - C**2)
points = np.stack([R * sine * np.cos(P), R * sine * np.sin(P), R * C], axis=-1)
volume = (wu * np.exp(u) / 2)[:, None, None] * wc[None, :, None]
volume = volume * (2 * pi / 8) * R**2


def density(position):
    return np.exp(-2 * np.linalg.norm(position, axis=-1)) / pi


step = 3e-5
dx = np.array([step, 0, 0])
dy = np.array([0, step, 0])
slope_x = (density(points + dx) - density(points - dx)) / (2 * step)
slope_y = (density(points + dy) - density(points - dy)) / (2 * step)
current = np.stack([slope_y, -slope_x, np.zeros_like(R)], axis=-1)
integrand = np.cross(current, -points) / R[..., None]**3
contact_field = np.sum(volume[..., None] * integrand, axis=(0, 1, 2)) / (4 * pi)
assert np.allclose(contact_field, [0, 0, 2 / (3 * pi)], atol=1e-5)
transverse_square = np.sum(volume * density(points) * (R * sine)**2)
assert abs(transverse_square - 2) < 1e-9

# Parameters of real hydrogen from fundamental constants.
g_e = abs(pc["electron g factor"][0])
g_p = pc["proton g factor"][0]
electron_moment = g_e * pc["Bohr magneton"][0]
proton_moment = g_p * pc["nuclear magneton"][0]
a0 = pc["Bohr radius"][0]
radius = a0 * (1 + pc["electron-proton mass ratio"][0])
A = 2 / 3 * mu_0 * electron_moment * proton_moment / (pi * radius**3) / h / 1e6
a = electron_moment / h / 1e6
b = proton_moment / h / 1e6
assert abs(A - 1420) < 3  # rough size of the measured splitting

# Spin matrices in the product basis: electron first, proton second.
sx = np.array([[0, 1], [1, 0]]) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5])
one = np.eye(2)
dot = sum(np.kron(s, s) for s in (sx, sy, sz)).real
Sz, Iz = np.kron(sz, one), np.kron(one, sz)


def hamiltonian(B, proton=b):
    return A * dot + B * (a * Sz - proton * Iz)


def levels(B):
    """Derived formula, in the order a, b, c, d."""
    root = np.sqrt(1 + ((a + b) * B / A)**2)
    return np.array([-A / 4 - A / 2 * root, A / 4 - (a - b) * B / 2,
                     -A / 4 + A / 2 * root, A / 4 + (a - b) * B / 2])


def single_formula(B):
    """One expression for all levels, with the signed root for m = -1, +1."""
    x = (a + b) * B / A
    result = []
    for sign, m in ((-1, 0), (1, -1), (1, 0), (1, 1)):
        root = np.sqrt(1 + x**2) if m == 0 else 1 + m * x
        result.append(-A / 4 - b * m * B + sign * A / 2 * root)
    return np.array(result)


def slopes(B):
    """dE/dB from eigenvectors, in order of increasing energy."""
    vectors = np.linalg.eigh(hamiltonian(B))[1]
    return np.diag(vectors.T @ (a * Sz - b * Iz) @ vectors)


for B in (0, 1e-3, 0.02, 0.05, 0.1, 0.5, 3, 10, 25):
    numerical = np.linalg.eigvalsh(hamiltonian(B))
    assert np.allclose(numerical, np.sort(levels(B)), rtol=1e-11, atol=1e-8)
    assert np.allclose(numerical, np.sort(single_formula(B)), rtol=1e-11, atol=1e-8)

# Field seeking behaviour and slope formulas below the c-d crossing.
for B in np.logspace(-4, 1, 40):
    x = (a + b) * B / A
    mixed = (a + b) / 2 * x / np.sqrt(1 + x**2)
    expected = np.array([-mixed, -(a - b) / 2, mixed, (a - b) / 2])
    found = slopes(B)
    assert np.allclose(found, expected, rtol=1e-7, atol=1e-5)
    assert found[0] < 0 and found[1] < 0 and found[2] > 0 and found[3] > 0


# Crossover: the gap between the two m = 0 levels has grown by sqrt(2).
def m0_gap(B, proton=b):
    block = hamiltonian(B, proton)[1:3, 1:3]
    low, high = np.linalg.eigvalsh(block)
    return high - low


def find_crossover(proton):
    target = np.sqrt(2) * m0_gap(0, proton)
    return brentq(lambda B: m0_gap(B, proton) - target, 1e-3, 1, xtol=1e-13)


B_electron, B_full = find_crossover(0), find_crossover(b)
assert abs(B_electron / (A / a) - 1) < 1e-9
assert abs(B_full / (A / (a + b)) - 1) < 1e-9
assert round(B_electron, 4) == 0.0507
vector_c = np.linalg.eigh(hamiltonian(B_full))[1][:, 2]
weight_up, weight_down = vector_c[1]**2, vector_c[2]**2
assert abs(weight_up - (1 + 1 / np.sqrt(2)) / 2) < 1e-9

# Clock transition: purely quadratic shift at small field.
K = (a + b)**2 / (2 * A)
for B in (-1e-3, 1e-3):
    assert abs((m0_gap(B) - m0_gap(0)) / (K * B**2) - 1) < 2e-4

# Stationary a-b and c-d frequencies at nonzero field.
B_stationary = A * (a - b) / (2 * (a + b) * np.sqrt(a * b))
for low, high in ((0, 1), (2, 3)):
    root = brentq(lambda B: slopes(B)[high] - slopes(B)[low], 0.1, 5)
    assert abs(root / B_stationary - 1) < 1e-6

# Crossing of levels c and d.
B_crossing = A * (a - b) / (2 * a * b)
top = np.linalg.eigvalsh(hamiltonian(B_crossing))
assert top[3] - top[2] < 1e-6
top = np.linalg.eigvalsh(hamiltonian(0.99 * B_crossing))
assert top[3] - top[2] > 1

diamagnetic = e**2 * B_full**2 * transverse_square * a0**2 / (8 * m_e) / h
B_clock = 1e-7
print(f"electron g factor g_e = {g_e:.6f}")
print(f"proton g factor g_p = {g_p:.6f}")
print(f"reduced-mass Bohr radius = {radius * 1e12:.4f} pm")
print(f"contact field / (mu_0 moment / a^3): {contact_field[2]:.6f}")
print(f"formula 2/(3 pi) = {2 / (3 * pi):.6f}")
print(f"hyperfine splitting A/h = {A:.2f} MHz")
print(f"a/h = g_e mu_B/h = {a:.2f} MHz/T")
print(f"b/h = g_p mu_N/h = {b:.3f} MHz/T")
print(f"(a+b)/h = {a + b:.2f} MHz/T")
print(f"(a-b)/h = {a - b:.2f} MHz/T")
print(f"crossover, electron moment only = {B_electron:.5f} T")
print(f"crossover x = 1, both moments = {B_full:.5f} T")
print(f"relative difference = {100 * (B_electron / B_full - 1):.3f} %")
print("levels E/h in MHz, order a, b, c, d:")
for B in (0, 0.01, B_full, 0.1, 0.5):
    values = "  ".join(f"{value:.2f}" for value in levels(B))
    print(f"B = {B:.5f} T, x = {(a + b) * B / A:.4f}: {values}")
print("slopes (dE/dB)/h in MHz/T, order a, b, c, d:")
for B in (0.01, B_full, 0.1):
    values = "  ".join(f"{value:.1f}" for value in slopes(B))
    print(f"B = {B:.5f} T: {values}")
print(f"state c at x = 1: weight electron up, proton down = {weight_up:.4f}")
print(f"state c at x = 1: weight electron down, proton up = {weight_down:.4f}")
print(f"a-c frequency at x = 1 = {m0_gap(B_full):.2f} MHz")
print(f"clock coefficient K = {K / 1e3:.2f} GHz/T^2")
print(f"example clock field = {B_clock * 1e6:.1f} microtesla")
print(f"a-c clock shift there = {K * B_clock**2 * 1e9:.3f} mHz")
print(f"a-d linear shift there = {(a - b) / 2 * B_clock * 1e6:.1f} Hz")
print(f"stationary a-b and c-d frequencies at B = {B_stationary:.4f} T")
stationary = levels(B_stationary)
print(f"a-b frequency there = {stationary[1] - stationary[0]:.2f} MHz")
print(f"c-d frequency there = {stationary[3] - stationary[2]:.2f} MHz")
print(f"levels c and d cross at B = {B_crossing:.3f} T")
print(f"common diamagnetic shift at x = 1 = {diamagnetic:.1f} Hz")
print("verified")
```

It prints:

```
electron g factor g_e = 2.002319
proton g factor g_p = 5.585695
reduced-mass Bohr radius = 52.9465 pm
contact field / (mu_0 moment / a^3): 0.212207
formula 2/(3 pi) = 0.212207
hyperfine splitting A/h = 1420.49 MHz
a/h = g_e mu_B/h = 28024.95 MHz/T
b/h = g_p mu_N/h = 42.577 MHz/T
(a+b)/h = 28067.53 MHz/T
(a-b)/h = 27982.37 MHz/T
crossover, electron moment only = 0.05069 T
crossover x = 1, both moments = 0.05061 T
relative difference = 0.152 %
levels E/h in MHz, order a, b, c, d:
B = 0.00000 T, x = 0.0000: -1065.36  355.12  355.12  355.12
B = 0.01000 T, x = 0.1976: -1079.10  215.21  368.85  495.03
B = 0.05061 T, x = 1.0000: -1359.56  -352.97  649.31  1063.21
B = 0.10000 T, x = 1.9759: -1927.99  -1044.00  1217.75  1754.24
B = 0.50000 T, x = 9.8796: -7407.86  -6640.47  6697.61  7350.71
slopes (dE/dB)/h in MHz/T, order a, b, c, d:
B = 0.01000 T: -2720.4  -13991.2  2720.4  13991.2
B = 0.05061 T: -9923.4  -13991.2  9923.4  13991.2
B = 0.10000 T: -12521.5  -13991.2  12521.5  13991.2
state c at x = 1: weight electron up, proton down = 0.8536
state c at x = 1: weight electron down, proton up = 0.1464
a-c frequency at x = 1 = 2008.87 MHz
clock coefficient K = 277.29 GHz/T^2
example clock field = 0.1 microtesla
a-c clock shift there = 2.773 mHz
a-d linear shift there = 1399.1 Hz
stationary a-b and c-d frequencies at B = 0.6482 T
a-b frequency there = 765.53 MHz
c-d frequency there = 654.96 MHz
levels c and d cross at B = 16.656 T
common diamagnetic shift at x = 1 = 76.3 Hz
verified
```
